\section*{Squeezed light from radiation pressure in a resonantly driven cavity}

Light stored in a cavity pushes on a movable part of it, and the motion changes the phase of the light that leaves. The amplitude fluctuations of the light are thereby written onto its phase. This problem asks how far the resulting correlation can lower the noise of a homodyne measurement.

A cavity mode $a$ has energy decay rate $\kappa$, at first entirely into one detected port. Its frequency is pulled by an oscillator of angular frequency $\Omega$ with dimensionless position $q$ and momentum $p$, $[q,p]=i$. In the frame rotating at the laser frequency,
\begin{equation}
\frac{H}{\hbar}=-\Delta_0a^\dagger a+\frac{\Omega}{2}(q^2+p^2)-\sqrt2\,g_0\,q\,a^\dagger a ,
\end{equation}
where $\Delta_0$ is the laser frequency minus the bare cavity frequency and $g_0$ is the single-photon coupling. The input is a coherent field with vacuum fluctuations. The output field is $a_{\rm out}=a_{\rm in}-\sqrt\kappa\,a$. Mechanical damping is left out until part (d).

\section*{(a) Mean field and linear equations}

Find the laser frequency that meets the shifted resonance, and linearize the equations of motion about the mean field there.

\subsection*{Solution}

The Heisenberg equations, with decay and input added to the optical one, are
\begin{align}
\dot a&=\Big(i\Delta_0+i\sqrt2\,g_0q-\frac\kappa2\Big)a+\sqrt\kappa\,a_{\rm in},\\
\dot q&=\Omega p,\qquad \dot p=-\Omega q+\sqrt2\,g_0a^\dagger a .
\end{align}
In mean field, a photon number $n$ displaces the oscillator to $\bar q=\sqrt2\,g_0n/\Omega$. The detuning from the shifted cavity is therefore
\begin{equation}
\Delta=\Delta_0+\sqrt2\,g_0\bar q=\Delta_0+\frac{2g^2}{\Omega},\qquad g=g_0\sqrt n .
\end{equation}
Resonance means $\Delta=0$, so the laser must sit $2g^2/\Omega$ below the bare cavity frequency. The steady field then obeys $\kappa\bar a/2=\sqrt\kappa\,\bar a_{\rm in}$. We choose the phase of the drive so that $\bar a=\sqrt n$ is real. The incident photon flux is $\bar a_{\rm in}^2=\kappa n/4$.

Write $a=\sqrt n+\delta a$, and let $q$, $p$ and $a_{\rm in}$ now denote deviations from their means. Dropping products of deviations gives
\begin{equation}
\delta\dot a=-\frac\kappa2\delta a+i\sqrt2\,g\,q+\sqrt\kappa\,a_{\rm in}.
\end{equation}
Define $X=(\delta a+\delta a^\dagger)/\sqrt2$ and $Y=(\delta a-\delta a^\dagger)/(i\sqrt2)$, the amplitude and phase quadratures. The coupling term is imaginary, so it cancels in $X$. In $Y$ it gives $2i\sqrt2\,gq/(i\sqrt2)=2gq$. The deviation of the photon number is $\sqrt n(\delta a+\delta a^\dagger)=\sqrt{2n}\,X$, so the force is $\sqrt2\,g_0\sqrt{2n}\,X=2gX$. Hence
\begin{align}
\dot X&=-\frac\kappa2X+\sqrt\kappa X_{\rm in}, &
\dot Y&=-\frac\kappa2Y+2gq+\sqrt\kappa Y_{\rm in},\\
\dot q&=\Omega p, & \dot p&=-\Omega q+2gX .
\end{align}
The position does not enter the equation for $X$. On resonance the light therefore shakes the oscillator without changing its linear response: there is neither an optical spring nor optical damping.

\section*{(b) The output field}

Express the output quadratures at analysis frequency $\omega$ through the input quadratures. Identify one dimensionless number that measures the backaction.

\subsection*{Solution}

With time dependence $e^{-i\omega t}$, the amplitude equation gives
\begin{equation}
X=\frac{\sqrt\kappa\,X_{\rm in}}{\kappa/2-i\omega}.
\end{equation}
Its output is
\begin{equation}
X_{\rm out}=\Big(1-\frac{\kappa}{\kappa/2-i\omega}\Big)X_{\rm in}
=-e^{2i\phi}X_{\rm in},\qquad
e^{2i\phi}=\frac{\kappa/2+i\omega}{\kappa/2-i\omega}.
\end{equation}
The last fraction has modulus one, so the cavity only delays the amplitude fluctuations.

For the oscillator, $p=-i\omega q/\Omega$. Inserting this in $-i\omega p=-\Omega q+2gX$ and multiplying by $\Omega$ gives
\begin{equation}
(\Omega^2-\omega^2)\,q=2g\Omega X .
\end{equation}
The phase quadrature in the cavity is $Y=(\sqrt\kappa Y_{\rm in}+2gq)/(\kappa/2-i\omega)$, so
\begin{equation}
Y_{\rm out}=-e^{2i\phi}Y_{\rm in}
-\frac{4g^2\kappa\Omega}{(\Omega^2-\omega^2)(\kappa/2-i\omega)^2}X_{\rm in}.
\end{equation}
Now $(\kappa/2-i\omega)^{-2}=e^{2i\phi}/(\kappa^2/4+\omega^2)$, and the same phase factor comes out of both terms:
\begin{equation}
Y_{\rm out}=-e^{2i\phi}\,(Y_{\rm in}+KX_{\rm in}),\qquad
K(\omega)=\frac{4g^2\kappa\Omega}{(\Omega^2-\omega^2)(\kappa^2/4+\omega^2)} .
\end{equation}
$K$ is the backaction strength. It is real for any ratio of $\omega$ to $\kappa$, so no fast-cavity limit is needed. It is positive for $\omega<\Omega$, where the displacement follows the force in phase, and negative above resonance. For $\omega\ll\Omega,\kappa$ it tends to
\begin{equation}
K_0=\frac{16g^2}{\kappa\Omega},
\end{equation}
and the static cavity shift of part (a) equals $2g^2/\Omega=K_0\kappa/8$.

The static limit can be tested without linearizing. Take $\kappa=2$, $\Omega=1$, $g_0=0.05$ in common rate units and $n=40$, for which $K_0=0.8000$. Solving the nonlinear steady state at two slightly different drive amplitudes gives a ratio of the change in the output phase quadrature to that in the input amplitude quadrature of magnitude $0.8000$, with the sign of the formula.

\section*{(c) The quietest quadrature}

For $K>0$, find the smallest noise of $X_{\rm out}\cos\theta+Y_{\rm out}\sin\theta$ over all homodyne angles $\theta$, relative to vacuum. Find the angle, and examine weak and strong backaction.

\subsection*{Solution}

For vacuum input the symmetrized spectra of $X_{\rm in}$ and $Y_{\rm in}$ are both $1/2$, and their symmetrized cross spectrum is zero. The common factor $-e^{2i\phi}$ drops out of every spectrum. Dividing by $1/2$ gives the output noise matrix
\begin{equation}
C=\begin{pmatrix}1&K\\K&1+K^2\end{pmatrix},\qquad \det C=1 .
\end{equation}
The amplitude noise stays at the vacuum level and the phase noise has grown by $K^2$. Squeezing can come only from the off-diagonal correlation. The noise at angle $\theta$ is
\begin{align}
S(\theta)&=\cos^2\theta+(1+K^2)\sin^2\theta+2K\sin\theta\cos\theta\\
&=1+\frac{K^2}{2}-\frac{K^2}{2}\cos2\theta+K\sin2\theta ,
\end{align}
where $\sin^2\theta=(1-\cos2\theta)/2$ was used. The two oscillating terms combine into one cosine of amplitude
\begin{equation}
R=\sqrt{\frac{K^4}{4}+K^2}=K\sqrt{1+\frac{K^2}{4}} .
\end{equation}
Define $\theta_0$ by $\cos2\theta_0=K^2/(2R)$ and $\sin2\theta_0=-K/R$. Then $S(\theta)=1+K^2/2-R\cos(2\theta-2\theta_0)$, which is smallest at $\theta=\theta_0$:
\begin{equation}
S_{\min}=1+\frac{K^2}{2}-K\sqrt{1+\frac{K^2}{4}} .
\end{equation}

The substitution $K=2\sinh r$ shows what this means. Since $\sqrt{1+K^2/4}=\cosh r$,
\begin{equation}
S_{\min}=1+2\sinh^2r-2\sinh r\cosh r=\cosh2r-\sinh2r=e^{-2r}.
\end{equation}
The largest noise, $1+K^2/2+R$, is $e^{2r}$. The product is one, so the output has the minimum uncertainty of an ideal squeezed state. The angle follows from $\cos2\theta_0=\tanh r$ and $\sin2\theta_0=-1/\cosh r$:
\begin{equation}
\tan\theta_0=\frac{\sin2\theta_0}{1+\cos2\theta_0}
=-\frac{1}{\cosh r+\sinh r}=-e^{-r}.
\end{equation}

For $K\ll1$, $S_{\min}\simeq1-K$ and $\theta_0\to-45^\circ$. The correlation is of first order in $K$, while the added phase noise is of second order, which is why weak backaction already squeezes. For $K\gg1$, $e^r\simeq K$ and $S_{\min}\simeq1/K^2$, with $\theta_0\simeq-1/K$ close to the amplitude quadrature. At $K=1$ the minimum is $0.3820$, or $-4.18$ dB. At $K=5$ it is $0.0371$, already near $1/K^2=0.04$.

Strong squeezing demands a precise angle. An error $\epsilon$ mixes in the loud quadrature:
\begin{equation}
S(\theta_0+\epsilon)=e^{-2r}\cos^2\epsilon+e^{2r}\sin^2\epsilon .
\end{equation}
At $K=5$, $e^{2r}=1/0.0371\simeq27$, and an error of $1^\circ$ adds about $0.008$, a fifth of the minimum itself. Because $K$ depends on $\omega$, so does the best angle. A fixed angle serves a whole band if $K$ changes there by much less than one. For $\omega\ll\Omega\ll\kappa$ the change is about $K_0\omega^2/\Omega^2$, so strong backaction narrows the usable band.

Above mechanical resonance $K<0$. Reversing the sign of $Y$ restores the problem just solved, so $|K|$ replaces $K$ in $S_{\min}$ and $\theta_0$ changes sign.

\section*{(d) Mechanical damping, heat and optical loss}

Add mechanical energy damping at rate $\Gamma$ and a bath at temperature $T$. Then let only a fraction $\eta$ of $\kappa$ lead to the detector. Does heat remove the squeezing?

\subsection*{Solution}

The momentum equation gains $-\Gamma p+f$. Repeating the elimination of $p$ gives $q=\chi(2gX+f)$ with
\begin{equation}
\chi=\frac{\Omega}{\Omega^2-\omega^2-i\Gamma\omega},\qquad
K=\frac{4g^2\kappa\,\chi}{\kappa^2/4+\omega^2}.
\end{equation}
$K$ is now complex. Damping must come with a noise force. In thermal equilibrium without light, the fluctuation-dissipation theorem requires the position spectrum $|\chi|^2S_f={\rm Im}\,\chi\,\coth(\hbar\omega/2k_BT)$. This force reaches the output as $-2g\sqrt\kappa\,\chi f/(\kappa/2-i\omega)$. Its spectrum, divided by the vacuum value $1/2$, is
\begin{equation}
N=\frac{8g^2\kappa}{\kappa^2/4+\omega^2}|\chi|^2S_f
=2\,{\rm Im}K\,\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
A homodyne spectrum contains the real part of the cross spectrum. The noise matrix therefore has diagonal elements $1$ and $1+A$, with $A=|K|^2+N$, and off-diagonal element ${\rm Re}K$. Its smaller eigenvalue is
\begin{equation}
S_{\min}=1+\frac A2-\sqrt{\frac{A^2}{4}+({\rm Re}K)^2}.
\end{equation}
This is below one whenever ${\rm Re}K\neq0$. In this linear model heat weakens the squeezing without removing it, because the thermal force leaves the amplitude quadrature untouched. When thermal noise dominates, with $N\gg|K|^2$ and $N\gg2|{\rm Re}K|$, only weak squeezing remains: $S_{\min}\simeq1-({\rm Re}K)^2/A$.

For weak damping and $\omega\ll\Omega$, ${\rm Im}K\simeq K\Gamma\omega/\Omega^2$. If also $\hbar\omega\ll k_BT$, the hyperbolic cotangent is $2k_BT/\hbar\omega$. With $Q=\Omega/\Gamma$ and thermal phonon number $n_{\rm th}\simeq k_BT/\hbar\Omega\gg1$,
\begin{equation}
N\simeq\frac{4Kn_{\rm th}}{Q}.
\end{equation}
For weak backaction, thermal noise is thus a small correction to $S_{\min}\simeq1-K$ when $n_{\rm th}/Q\ll1$. For strong backaction with $N\ll K^2$, $S_{\min}\simeq(1+N)/K^2$, and the stricter condition $4Kn_{\rm th}/Q\ll1$ is needed.

For optical loss, let the detected port $e$ have rate $\eta\kappa$ and an internal loss port $i$ have rate $(1-\eta)\kappa$. The cavity is driven by $\sqrt\kappa\,a_s$, where $a_s=\sqrt\eta\,a_e+\sqrt{1-\eta}\,a_i$. The independent combination is $a_d=\sqrt{1-\eta}\,a_e-\sqrt\eta\,a_i$, so $a_e=\sqrt\eta\,a_s+\sqrt{1-\eta}\,a_d$. The detected output becomes
\begin{equation}
a_e-\sqrt{\eta\kappa}\,a=\sqrt\eta\,(a_s-\sqrt\kappa\,a)+\sqrt{1-\eta}\,a_d .
\end{equation}
The bracket is the output of the one-sided cavity, and $a_d$ brings independent vacuum noise. At fixed total $\kappa$ and fixed $n$,
\begin{equation}
S_{\min}\;\to\;\eta S_{\min}+1-\eta .
\end{equation}
Loss after the cavity acts in the same way. Loss sets a floor of $1-\eta$ that no backaction strength can pass. Heat sets none, since $N/|K|^2\to0$ as $|K|$ grows. Mechanical damping leaves its own floor: for $|K|\to\infty$ the formula for $S_{\min}$ tends to $({\rm Im}K/|K|)^2$. This is about $(\omega/Q\Omega)^2$, and so negligible, for $\omega\ll\Omega$ and high $Q$, but it approaches one at mechanical resonance.

\section*{(e) A nanobeam cavity}

Two facing nanobeams with a photonic-crystal pattern form a zipper cavity. Take $\Omega/2\pi=30$ MHz, $\kappa/2\pi=3$ GHz, $g_0/2\pi=0.75$ MHz, $n=2500$, $Q=10^5$, wavelength 1550 nm and a bath at 4 K. Find the squeezing at 3 MHz and the effects of heat and loss.

\subsection*{Solution}

The enhanced coupling is $g/2\pi=0.75\sqrt{2500}=37.5$ MHz. Factors of $2\pi$ cancel in
\begin{equation}
K_0=\frac{16\,(37.5)^2}{3000\times30}=0.250,\qquad
K\simeq\frac{0.250}{1-(3/30)^2}=0.2525 .
\end{equation}
The cavity factor differs from its static value by a few parts in a million. The ideal minimum is
\begin{equation}
S_{\min}=1+0.0319-0.2545=0.777,
\end{equation}
or $-1.09$ dB, at $\theta_0=-41.4^\circ$. The incident power, $\kappa n/4$ times the photon energy, is 1.51 $\mu$W. The laser must follow a static cavity shift of $K_0\kappa/8$, which is 93.8 MHz.

At 4 K there are 2778 thermal phonons, and $4Kn_{\rm th}/Q=0.028$. The minimum rises to $0.789$. If absorbed light heated the beams to 40 K with all else fixed, the linear model would give $N=0.28$ and a minimum of $0.867$. Part (f) shows that on resonance the larger thermal motion then makes the linear model fail. An outcoupling efficiency of $0.80$ with a 4 K bath gives $0.80\times0.789+0.20=0.831$, or $-0.80$ dB.

The frequencies, linewidth and coupling are rough values in the regime of cryogenic zipper cavities, not data for one device. The photon number is ambitious for a small suspended beam, since absorption heats it. Complete outcoupling is the assumption such devices plainly break: efficiency $0.80$ alone moves the minimum from $0.777$ to $0.822$, and a lower efficiency moves it further. Here the heating by absorption is represented only by the hotter bath. The thermal noise at 3 MHz also rests on damping proportional to velocity. If the beams instead had a frequency-independent loss angle $1/Q$, ${\rm Im}\,\chi$ there would be $\Omega/\omega=10$ times larger, giving $N=0.28$ and a minimum of $0.867$ already at 4 K. Excess laser noise and other mechanical modes are left out. The remaining values are in the numerical output.

\section*{(f) Where the resonant linear model fails}

For $\Gamma\ll\Omega\ll\kappa$, find how far the backaction drives the oscillator, what the dropped quadratic terms do to the detected light, and how much detuning can be allowed.

\subsection*{Solution}

\paragraph{Size of the motion.} At frequencies far below $\kappa$ the spectrum of $X$ in the cavity is $(\kappa/2)/(\kappa^2/4)=2/\kappa$, so the force $2gX$ has spectrum $8g^2/\kappa$. Near $\Omega$ the thermal force has spectrum $\Gamma(2n_{\rm th}+1)$. The backaction therefore adds a phonon number $n_{\rm ba}$ with $2\Gamma n_{\rm ba}=8g^2/\kappa$:
\begin{equation}
n_{\rm ba}=\frac{4g^2}{\kappa\Gamma}=\frac{K_0Q}{4}=6250 .
\end{equation}
This exceeds the thermal number. A high $Q$ lowers the thermal noise at $\omega$ but raises the resonant motion. The rms cavity shift is $g_0\sqrt{2(n_{\rm th}+n_{\rm ba}+1/2)}$, or 101 MHz, which is $0.034\,\kappa$.

\paragraph{Quadratic response.} For a slow cavity shift $\delta$ and $u=2\delta/\kappa$, the reflected mean field is
\begin{equation}
-\bar a_{\rm in}\frac{1+iu}{1-iu},\qquad
{\rm Re}\,\frac{1+iu}{1-iu}=\frac{1-u^2}{1+u^2}\simeq1-2u^2 .
\end{equation}
The phase is linear in $u$, but the amplitude quadrature acquires $2\sqrt2\,\bar a_{\rm in}u^2$. For Gaussian motion of variance $\sigma^2$ in $u$, with correlation $\sigma^2e^{-\Gamma|t|/2}\cos\Omega t$, the correlation of $u^2$ about its mean is twice the square of this. Its slow part is $\sigma^4e^{-\Gamma|t|}$, with spectrum $2\Gamma\sigma^4/(\Gamma^2+\omega^2)$. For $\Gamma\ll\omega\ll\Omega$, multiplying by $8\bar a_{\rm in}^2$ and dividing by $1/2$ gives the added amplitude noise
\begin{equation}
N_2\simeq32\,\frac{\kappa n}{4}\,\frac{\Gamma\sigma^4}{\omega^2}.
\end{equation}
With $\sigma=2\times0.0336$ this is $0.041$ of the vacuum noise. Weighted by $\cos^2\theta_0=0.56$, it would raise the minimum by about $0.02$, more than the 4 K thermal force does. This is an estimate: the accompanying modulation of the radiation force, and its correlations with the rest, are not included. With a 40 K bath $\sigma^2$ is 3.8 times larger and the same estimate gives $N_2\simeq0.58$. At this amplitude the next order in $u^2$ lowers the value by about a fifth. Squeezing at some angle needs $N_2(K^2+N)<K^2$, here $N_2<0.18$, so none is left on resonance.

\paragraph{Detuning.} For small $\Delta$, the motion changes $\delta a$ by $i\sqrt2\,gq/(\kappa/2-i\omega-i\Delta)$. Adding the conjugate response, in which $i$ and $\Delta$ change sign but $\omega$ does not, gives to first order in $\Delta$
\begin{equation}
2gX=-\frac{4g^2\Delta}{(\kappa/2-i\omega)^2}\,q
\simeq-\frac{16g^2\Delta}{\kappa^2}\Big(1+\frac{4i\omega}{\kappa}\Big)q .
\end{equation}
Moving this to the left of $(\Omega^2-\omega^2-i\Gamma\omega)q=\Omega\,(2gX+f)$ changes the damping to
\begin{equation}
\Gamma_{\rm eff}=\Gamma-\frac{64g^2\Omega\Delta}{\kappa^3}.
\end{equation}
The delayed force feeds the motion when the laser is blue of the cavity. Self-oscillation starts where $\Gamma_{\rm eff}=0$:
\begin{equation}
\frac\Delta\kappa=\frac{\kappa}{4K_0Q\Omega}=\frac{3000}{4\times0.25\times10^5\times30}=0.001 .
\end{equation}
This is 3.0 MHz, and the drift eigenvalues of the linear equations give the same threshold. It is small beside the static shift of 93.8 MHz, so for these parameters the mean detuning is better held slightly red. At $\Delta=-0.01\,\kappa$ and 4 K, with $n$ held fixed and no optical loss, the minimum is $0.789$, unchanged to three digits. The damping is then about $11\Gamma$, which lowers $\sigma^2$ elevenfold if the force noise is unchanged. Since $N_2$ scales as $\Gamma_{\rm eff}\sigma^4$, it falls by the same factor, to about $0.004$, if its resonant coefficient is kept. A small red detuning thus costs almost no squeezing here and suppresses both failures of the resonant model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Largest error of S_min in model tests: 4.4e-16 (vacuum = 1)
K = 0.1: S_min = 0.9049 (vacuum = 1), -0.43 dB
K = 0.5: S_min = 0.6096 (vacuum = 1), -2.15 dB
K = 1.0: S_min = 0.3820 (vacuum = 1), -4.18 dB
K = 2.0: S_min = 0.1716 (vacuum = 1), -7.66 dB
K = 5.0: S_min = 0.0371 (vacuum = 1), -14.31 dB
Static test: K formula 0.8000, nonlinear slope 0.8000 (dimensionless)
Mechanical frequency: 30.0 MHz
Cavity linewidth: 3.00 GHz
Single-photon coupling: 0.75 MHz
Mean photon number: 2500
Analysis frequency: 3.0 MHz
Mechanical quality factor: 100000
Mechanical damping rate / 2 pi: 300 Hz
Wavelength: 1550 nm
Drive power at cavity: 1.51 uW
Enhanced coupling g / 2 pi: 37.50 MHz
K at zero frequency: 0.2500
K at analysis frequency: 0.2525
Squeezing parameter r: 0.1259
Ideal minimum noise: 0.7774 (vacuum = 1)
Ideal minimum noise: -1.09 dB
Ideal maximum noise: 1.2864 (vacuum = 1)
Angle of quietest quadrature: -41.40 degrees
Static cavity shift: 93.8 MHz
Bath temperature: 4 K; heated bath: 40 K
Thermal phonons at 4 K: 2778
Thermal Y noise at 4 K: 0.0283 (vacuum = 1)
Thermal Y noise at 40 K: 0.2835 (vacuum = 1)
Minimum with 4 K bath: 0.7894 (vacuum = 1)
Minimum with 40 K bath: 0.8672 (vacuum = 1)
Outcoupling efficiency: 0.80
Minimum with outcoupling loss, 0 K: 0.8219 (vacuum = 1)
Minimum with loss and 4 K: 0.8315 (vacuum = 1)
Same with loss and 4 K: -0.80 dB
Minimum, 4 K, red detuning 0.01 kappa: 0.7890
Backaction phonons on resonance: 6250
RMS cavity shift from motion: 100.8 MHz
RMS shift / linewidth: 0.0336
Quadratic-response noise estimate: 0.0407 (vacuum = 1)
Blue self-oscillation threshold: 3.00 MHz
Threshold from formula: 3.00 MHz
\end{verbatim}
